# Why an inverse-root heat pulse lowers peak surface temperature to π/4: a numerical check

```python
"""
Result under test: a half-space absorbs a fixed energy per area E in a fixed
time tau. Surface flux proportional to 1/sqrt(t) gives a peak surface rise
pi/4 times that of constant flux, and no other flux gives a lower peak.
Symbols: k conductivity, C heat capacity per volume, D = k/C diffusivity,
b = sqrt(k C) effusivity, rise = temperature minus starting temperature.
Working units: cm, s, J, K. Material values are rough values for silicon.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import linprog
from scipy.special import erf, erfc, erfcx

# ---------- example inputs ----------
k0, C0, T_start = 1.5, 1.65, 300.0
E, tau = 0.7, 20e-6
k_power, C_power = -1.3, 0.35       # rough power laws in absolute temperature
source_depth = 3e-4                 # heated layer
metal_thickness, C_metal = 4e-4, 2.4
die_thickness, die_area = 150e-4, 0.1
drain_voltage = 40.0
cap = 4.0                           # largest flux / average flux
phonon_path = 0.3e-4                # rough mean free path of heat carriers

D, b = k0 / C0, np.sqrt(k0 * C0)
diffusion_length = np.sqrt(D * tau)
average_flux = E / tau
metal = metal_thickness * C_metal
rise_const = 2 * E / (b * np.sqrt(np.pi * tau))
rise_root = np.sqrt(np.pi) * E / (2 * b * np.sqrt(tau))

# ---------- superposition integrals by quadrature (tau = E = b = 1) ----------
for t in (0.1, 0.4, 1.0):
    root_t = quad(lambda s: 0.5, 0, t, weight='alg', wvar=(-0.5, -0.5))[0]
    const_t = quad(lambda s: 1.0, 0, t, weight='alg', wvar=(0, -0.5))[0]
    assert abs(root_t - np.pi / 2) < 1e-8
    assert abs(const_t - 2 * np.sqrt(t)) < 1e-8
quadrature_ratio = root_t / const_t
assert abs(quadrature_ratio - rise_root / rise_const) < 1e-8


def after_const(x):
    """Rise after constant flux, relative to its peak, at x = t/tau > 1."""
    return np.sqrt(x) - np.sqrt(x - 1)


def after_root(x):
    """Rise after inverse-root flux, relative to its plateau."""
    return 2 / np.pi * np.arcsin(np.sqrt(1 / x))


for x in (1.2, 2.0, 5.0):
    cool_c = quad(lambda s: 1 / np.sqrt(x - s), 0, 1)[0] / 2
    cool_r = quad(lambda s: 0.5 / np.sqrt(x - s), 0, 1,
                  weight='alg', wvar=(-0.5, 0))[0] / (np.pi / 2)
    assert abs(cool_c - after_const(x)) < 1e-7
    assert abs(cool_r - after_root(x)) < 1e-7

# ---------- weighted-average identity on an oscillating, signed flux ----------


def odd_flux(s):
    return 1 + 2 * np.sin(7 * s)


def odd_rise(t):
    if t <= 0:
        return 0.0
    return quad(odd_flux, 0, t, weight='alg', wvar=(0, -0.5))[0] / np.sqrt(np.pi)


identity_left = quad(odd_rise, 0, 1, weight='alg', wvar=(0, -0.5))[0]
identity_right = np.sqrt(np.pi) * quad(odd_flux, 0, 1)[0]
assert abs(identity_left - identity_right) < 1e-5

# ---------- lowest peak over all piecewise-constant signed fluxes ----------
bins = 200
width = 1 / bins
lag = np.subtract.outer(np.arange(bins), np.arange(bins))
response = np.where(lag >= 0, np.sqrt(np.maximum(lag + 1, 0) * width)
                    - np.sqrt(np.maximum(lag, 0) * width), 0.0)
search = linprog(np.r_[np.zeros(bins), 1.0],
                 A_ub=np.c_[response, -np.ones(bins)], b_ub=np.zeros(bins),
                 A_eq=np.r_[np.full(bins, width), 0.0][None, :], b_eq=[1.0],
                 bounds=[(None, None)] * (bins + 1), method='highs')
assert search.status == 0
best_ratio = search.fun
best_quarter_energy = search.x[:bins // 4].sum() * width
assert np.pi / 4 < best_ratio < 1.01 * np.pi / 4   # finite bins cost a little
assert abs(best_quarter_energy - 0.5) < 0.01       # inverse-root flux gives 1/2

# ---------- flux capped at a multiple of the average ----------
r = 1 - np.sqrt(1 - 1 / cap)
capped_ratio = (2 * (1 - np.sqrt(1 - r * r)) / r + np.pi
                - 2 * np.arcsin(r)) / (2 * (2 - r))
capped_rises = []
for t in (1.5 * r * r, 0.1, 0.4, 1.0):
    early = quad(lambda s: cap / np.sqrt(t - s), 0, r * r)[0]
    late = quad(lambda s: cap * r / np.sqrt(s), r * r, t,
                weight='alg', wvar=(0, -0.5))[0]
    capped_rises.append((early + late) / 2)
assert np.all(np.diff(capped_rises) > 0)
assert abs(capped_rises[-1] - capped_ratio) < 1e-6

# ---------- finite-volume solution of the heat equation ----------


def energy_const(x):
    return x


def energy_root(x):
    return np.sqrt(x)


def energy_capped(x):
    return cap * x if x < r * r else cap * (2 * r * np.sqrt(x) - r * r)


def heat(energy_share, length=12 * diffusion_length, depth=0.0,
         front=0.0, hot=False, steps=1000):
    """Implicit solution up to tau; energy_share(t/tau) is the energy fraction
    delivered. Insulated back; front = heat capacity per area of the metal."""
    grid = np.linspace(0, 1, 200)
    z = length * np.sinh(6 * grid) / np.sinh(6)
    edges = np.r_[0, (z[1:] + z[:-1]) / 2, length]
    volume, gap = np.diff(edges), np.diff(z)
    share = np.zeros(z.size)
    if depth > 0:
        share = np.clip(np.minimum(edges[1:], depth) - edges[:-1], 0, None) / depth
    else:
        share[0] = 1.0
    rise = np.zeros(z.size)
    surface = np.zeros(steps + 1)
    x = (np.arange(steps + 1) / steps) ** 2
    for n in range(1, steps + 1):
        dt = tau * (x[n] - x[n - 1])
        added = E * (energy_share(x[n]) - energy_share(x[n - 1])) * share
        guess = rise
        for _ in range(3 if hot else 1):
            if hot:
                k = k0 * (1 + guess / T_start) ** k_power
                C = C0 * (1 + (guess + rise) / (2 * T_start)) ** C_power
            else:
                k, C = np.full(z.size, k0), np.full(z.size, C0)
            store = C * volume
            store[0] += front
            link = (k[1:] + k[:-1]) / 2 / gap
            bands = np.zeros((3, z.size))
            bands[0, 1:] = -link
            bands[2, :-1] = -link
            bands[1] = store / dt
            bands[1, :-1] += link
            bands[1, 1:] += link
            guess = solve_banded((1, 1), bands, (store * rise + added) / dt)
        rise = guess
        surface[n] = rise[0]
    p = C_power if hot else 0.0
    stored = np.sum(volume * C0 * T_start / (1 + p)
                    * ((1 + rise / T_start) ** (1 + p) - 1)) + front * rise[0]
    assert abs(stored / E - 1) < 3e-3
    # the first time steps are not resolved, so the peak is read after 0.04 tau
    settled = surface[x >= 0.04]
    return settled.max(), settled, z, rise


tolerance = 5e-3                    # discretization error of the solver
pde_const = heat(energy_const)[0]
pde_root, plateau, z, profile = heat(energy_root)
assert abs(pde_const / rise_const - 1) < tolerance
assert abs(pde_root / rise_root - 1) < tolerance
assert np.ptp(plateau) / rise_root < 0.01
assert np.max(abs(profile / rise_root - erfc(z / (2 * diffusion_length)))) < 0.01
assert abs(heat(energy_capped)[0] / (capped_ratio * rise_const) - 1) < tolerance

# front metal: closed forms for a lumped surface capacity
g = b * np.sqrt(tau) / metal
metal_const = heat(energy_const, front=metal)[0]
metal_root = heat(energy_root, front=metal)[0]
metal_const_formula = rise_const * (1 - np.sqrt(np.pi) / (2 * g) * (1 - erfcx(g)))
metal_root_formula = rise_root * (1 - erfcx(g))
assert abs(metal_const / metal_const_formula - 1) < tolerance
assert abs(metal_root / metal_root_formula - 1) < tolerance

# heated layer: closed impulse response integrated over the pulse
layer_const = heat(energy_const, depth=source_depth)[0]
layer_root = heat(energy_root, depth=source_depth)[0]
layer_check = average_flux / (C0 * source_depth) * tau * quad(
    lambda x: erf(source_depth / (2 * diffusion_length * np.sqrt(x))), 0, 1)[0]
assert abs(layer_const / layer_check - 1) < tolerance

# temperature-dependent silicon: plateau must survive
hot_const = heat(energy_const, hot=True)[0]
hot_root, hot_plateau, _, _ = heat(energy_root, hot=True)
assert np.ptp(hot_plateau) / hot_root < 0.01

# all three effects together, without and with the cap
together = dict(depth=source_depth, front=metal, hot=True)
all_const = heat(energy_const, **together)[0]
all_root = heat(energy_root, **together)[0]
all_capped = heat(energy_capped, **together)[0]


def back_face(length):
    """Relative extra rise from an insulated back face, constant flux."""
    y = np.arange(1, 6) * length / diffusion_length
    return 2 * np.sqrt(np.pi) * np.sum(np.exp(-y * y) / np.sqrt(np.pi) - y * erfc(y))


thin = heat(energy_const, length=diffusion_length)[0] / rise_const - 1
assert abs(thin - back_face(diffusion_length)) < 0.01

# ---------- printed numbers ----------
print(f"conductivity {k0} W/(cm K), heat capacity {C0} J/(cm3 K)")
print(f"diffusivity {D:.3f} cm2/s, effusivity {b:.3f} J/(cm2 K s^0.5)")
print(f"pulse energy {E} J/cm2, duration {tau*1e6:.0f} us, start {T_start:.0f} K")
print(f"diffusion length sqrt(D tau) {diffusion_length*1e4:.1f} um")
print(f"average flux {average_flux/1e3:.1f} kW/cm2")
print(f"current density at {drain_voltage:.0f} V {average_flux/drain_voltage:.0f} A/cm2")
print(f"inverse-root flux at tau/100 {average_flux/2/np.sqrt(0.01)/1e3:.1f} kW/cm2")
print(f"inverse-root flux at tau {average_flux/2/1e3:.1f} kW/cm2")
print(f"peak rise, constant flux {rise_const:.1f} K")
print(f"peak rise, inverse-root flux {rise_root:.1f} K")
print(f"reduction of peak {rise_const-rise_root:.1f} K")
for name, value in (("constant", rise_const), ("inverse-root", rise_root)):
    peak = T_start + value
    print(f"peak temperature, {name} {peak:.1f} K = "
          f"{peak-constants.zero_Celsius:.1f} C")
print(f"pi/4 {np.pi/4:.5f}, ratio by quadrature {quadrature_ratio:.5f}")
print(f"ratio from heat-equation solver {pde_root/pde_const:.4f}")
print(f"rise at tau/4: constant {rise_const*0.5:.1f} K, root {rise_root:.1f} K")
print(f"rise at 2 tau: constant {rise_const*after_const(2):.1f} K, "
      f"root {rise_root*after_root(2):.1f} K")
print(f"lowest peak ratio found by linear program, {bins} bins {best_ratio:.4f}")
print(f"its energy share delivered by tau/4 {best_quarter_energy:.3f}")
print(f"identity, oscillating flux: {identity_left:.5f} and {identity_right:.5f}")
print(f"flux cap {cap:.0f} x average = {cap*average_flux/1e3:.0f} kW/cm2")
print(f"cap: r {r:.4f}, ends at {r*r*tau*1e6:.3f} us, ratio {capped_ratio:.4f}")
print(f"cap: peak rise {capped_ratio*rise_const:.1f} K")
print("neglected effects: constant-flux peak, inverse-root peak, ratio")
for name, c, s in (("k and C vary with T", hot_const, hot_root),
                   ("3 um heated layer", layer_const, layer_root),
                   ("4 um front aluminium", metal_const, metal_root),
                   ("all three", all_const, all_root),
                   ("all three, capped flux", all_const, all_capped)):
    print(f"  {name}: {c:.1f} K, {s:.1f} K, {s/c:.3f}")
print(f"exponents in T: conductivity {k_power}, heat capacity {C_power}")
print(f"front aluminium heat capacity {metal*1e3:.2f} mJ/(cm2 K)")
print(f"die thickness {die_thickness*1e4:.0f} um, back-face effect "
      f"{back_face(die_thickness):.1e} of the rise")
print(f"die area {die_area} cm2, share within one diffusion length of edge "
      f"{100*4*diffusion_length/np.sqrt(die_area):.1f} %")
print(f"heat-carrier mean free path {phonon_path*1e4:.1f} um, "
      f"diffused across in {phonon_path**2/D*1e9:.1f} ns")
print("all assertions hold")
```

Running it gives:

```
conductivity 1.5 W/(cm K), heat capacity 1.65 J/(cm3 K)
diffusivity 0.909 cm2/s, effusivity 1.573 J/(cm2 K s^0.5)
pulse energy 0.7 J/cm2, duration 20 us, start 300 K
diffusion length sqrt(D tau) 42.6 um
average flux 35.0 kW/cm2
current density at 40 V 875 A/cm2
inverse-root flux at tau/100 175.0 kW/cm2
inverse-root flux at tau 17.5 kW/cm2
peak rise, constant flux 112.3 K
peak rise, inverse-root flux 88.2 K
reduction of peak 24.1 K
peak temperature, constant 412.3 K = 139.1 C
peak temperature, inverse-root 388.2 K = 115.0 C
pi/4 0.78540, ratio by quadrature 0.78540
ratio from heat-equation solver 0.7859
rise at tau/4: constant 56.1 K, root 88.2 K
rise at 2 tau: constant 46.5 K, root 44.1 K
lowest peak ratio found by linear program, 200 bins 0.7864
its energy share delivered by tau/4 0.498
identity, oscillating flux: 1.89708 and 1.89708
flux cap 4 x average = 140 kW/cm2
cap: r 0.1340, ends at 0.359 us, ratio 0.8058
cap: peak rise 90.5 K
neglected effects: constant-flux peak, inverse-root peak, ratio
  k and C vary with T: 126.2 K, 97.5 K, 0.773
  3 um heated layer: 108.8 K, 86.4 K, 0.794
  4 um front aluminium: 99.7 K, 81.4 K, 0.817
  all three: 104.3 K, 86.1 K, 0.825
  all three, capped flux: 104.3 K, 88.0 K, 0.843
exponents in T: conductivity -1.3, heat capacity 0.35
front aluminium heat capacity 0.96 mJ/(cm2 K)
die thickness 150 um, back-face effect 3.1e-07 of the rise
die area 0.1 cm2, share within one diffusion length of edge 5.4 %
heat-carrier mean free path 0.3 um, diffused across in 1.0 ns
all assertions hold
```
